# Oscillatory Near-Tip Field of a Crack Between Dissimilar Elastic Solids, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The singularity exponent

### The error to be avoided

Suppose that a crack between two bonded layers of a chip is analysed as if it lay in one uniform solid. The normal and shear stresses ahead of the tip are then both fitted to a real constant times $r^{-1/2}$, where $r$ is the distance from the tip. For unlike solids the fitted constants generally depend on the fitting distance. In the elastic model example of Part 2, the ratio of shear to normal stress is 1.7 at 10 µm from the tip and 4.9 at 0.1 µm. Two analyses that fit at different distances, for example because their meshes differ in fineness, would report different mixtures of opening and shear for the same crack under the same load, and an interface toughness measured at one mixture would be applied at another.

The cause is an imaginary part in the exponent of the stress. It follows from the elastic constants and can be removed from the data before fitting.

### Geometry and assumptions

Material 1 fills $y>0$ and material 2 fills $y<0$ near the tip. They are perfectly bonded along $x>0$, and the crack occupies $x<0$, with both faces free of traction. Each material is uniform, isotropic and linearly elastic. Strains are small, the deformation is plane strain, and there is no body force. The faces are assumed not to touch, a condition examined in Part 2.

Let $\mu_j$ be the shear modulus, $\nu_j$ Poisson's ratio and $\lambda_j=2\mu_j\nu_j/(1-2\nu_j)$ the other Lamé constant, and define
$$\kappa_j=\frac{\lambda_j+3\mu_j}{\lambda_j+\mu_j}=3-4\nu_j .$$
The second form follows from $\lambda+\mu=\mu/(1-2\nu)$ and $\lambda+3\mu=\mu(3-4\nu)/(1-2\nu)$. Dundurs' second parameter is
$$\beta=\frac{\mu_1(\kappa_2-1)-\mu_2(\kappa_1-1)}{\mu_1(\kappa_2+1)+\mu_2(\kappa_1+1)} .$$

The displacement gradients are required to grow no faster than $r^{-1+\eta}$ for some $\eta>0$. This keeps the displacement bounded and the strain energy near the tip finite, since the energy density is then at most of order $r^{-2+2\eta}$ and the area element is $r\,dr\,d\theta$.

### Plane elasticity with analytic functions

Put $z=x+iy$, $w=u_x+iu_y$, $\partial=\tfrac12(\partial_x-i\partial_y)$ and $\bar\partial=\tfrac12(\partial_x+i\partial_y)$. A bar over a quantity denotes its complex conjugate. Direct expansion gives
$$2\,\mathrm{Re}\,\partial w=\partial_xu_x+\partial_yu_y,$$
$$2\bar\partial w=\partial_xu_x-\partial_yu_y+i(\partial_xu_y+\partial_yu_x).$$
Hooke's law for each material therefore reads
$$S\equiv\sigma_{xx}+\sigma_{yy}=4(\lambda+\mu)\,\mathrm{Re}\,\partial w,$$
$$T\equiv\sigma_{xx}-\sigma_{yy}+2i\sigma_{xy}=4\mu\,\bar\partial w .$$
Expanding $\bar\partial S+\partial T$ gives
$$(\partial_x\sigma_{xx}+\partial_y\sigma_{xy})+i(\partial_x\sigma_{xy}+\partial_y\sigma_{yy}),$$
so equilibrium is the single equation $\bar\partial S+\partial T=0$.

Insert Hooke's law and use $\partial\bar\partial=\bar\partial\partial$:
$$\bar\partial H=0,\qquad H=4(\lambda+\mu)\,\mathrm{Re}\,\partial w+4\mu\,\partial w .$$
Thus $H$ is an analytic function of $z$. Define $\Phi=H/[2(\kappa+1)]$. Since $\kappa+1=2(\lambda+2\mu)/(\lambda+\mu)$ and $\kappa-1=2\mu/(\lambda+\mu)$, the real and imaginary parts of this definition give
$$2\mu\,\mathrm{Re}\,\partial w=(\kappa-1)\mathrm{Re}\,\Phi,\qquad 2\mu\,\mathrm{Im}\,\partial w=(\kappa+1)\mathrm{Im}\,\Phi .$$
Together these are
$$2\mu\,\partial w=\kappa\Phi-\overline{\Phi},\qquad S=4\,\mathrm{Re}\,\Phi .$$

Equilibrium now requires $\partial T=-\bar\partial S=-2\overline{\Phi'}$. Integration with respect to $z$ at fixed $\bar z$ gives
$$T=-2\left(z\overline{\Phi'}+\overline{\Psi}\right),$$
where $\Psi$ is a second analytic function. It is convenient to replace $\Psi$ by
$$\Omega=\Phi+z\Phi'+\Psi .$$
Then $\overline\Psi=\overline\Omega-\overline\Phi-\bar z\,\overline{\Phi'}$, and
$$T=-2\left[\overline\Omega-\overline\Phi+(z-\bar z)\overline{\Phi'}\right].$$
Because $\sigma_{yy}-i\sigma_{xy}=(S-T)/2$, this gives
$$\sigma_{yy}-i\sigma_{xy}=\Phi+\overline\Omega+(z-\bar z)\overline{\Phi'} .\tag{1}$$
Because $\partial_xw=\partial w+\bar\partial w$ and $2\mu\bar\partial w=T/2$, it also gives
$$2\mu\,\partial_xw=\kappa\Phi-\overline\Omega-(z-\bar z)\overline{\Phi'} .\tag{2}$$

The growth condition carries over to both functions. It holds for $\Phi$ because $\Phi$ is a linear combination of displacement gradients. Cauchy's estimate on a circle of radius $|y|/2$ about $z$ bounds $|y\Phi'|$ by twice the largest $|\Phi|$ on that circle. The last term in equation (2) is therefore also of order $r^{-1+\eta}$, and so is $\Omega$.

### Continuity of traction

On the line $y=0$ away from the tip, the fields are taken to be smooth up to the boundary, so the terms containing $z-\bar z$ vanish there. Define the reflected function
$$\hat\Omega(z)=\overline{\Omega(\bar z)} .$$
If $\Omega$ is analytic in one half-plane, $\hat\Omega$ is analytic in the other, and on the real line $\hat\Omega=\overline\Omega$.

The traction is continuous for $x>0$ because of the bond. It is also continuous for $x<0$, because it is zero on both faces. Equation (1) therefore gives, for all $x\ne0$,
$$\Phi_1+\hat\Omega_1=\Phi_2+\hat\Omega_2,$$
or, after sorting by domain,
$$\Phi_1-\hat\Omega_2=\Phi_2-\hat\Omega_1 .$$
The left side is analytic above the line and the right side below it. They match continuously, so together they form one function $g$, analytic around the tip except possibly at the tip itself. The Laurent coefficient of $z^{-n}$ in $g$ is bounded by $r^n$ times the maximum of $|g|$ on a circle of radius $r$, hence by a constant times $r^{n-1+\eta}$. For $n\ge1$ this tends to zero as $r\to0$. All negative powers are absent, and $g$ is regular at the tip.

Substitute $\hat\Omega_2=\Phi_1-g$ and $\hat\Omega_1=\Phi_2-g$. The traction on the line becomes
$$\sigma_{yy}-i\sigma_{xy}=\Phi_1+\Phi_2-g,$$
and equation (2) becomes
$$2\mu_1\partial_xw_1=\kappa_1\Phi_1-\Phi_2+g,$$
$$2\mu_2\partial_xw_2=\kappa_2\Phi_2-\Phi_1+g .$$
With the abbreviations
$$a=\frac{\kappa_1}{\mu_1}+\frac1{\mu_2},\qquad b=\frac{\kappa_2}{\mu_2}+\frac1{\mu_1},$$
the difference of the two displacement gradients is
$$\partial_x(w_1-w_2)=\tfrac12\left[a\Phi_1-b\Phi_2+\left(\frac1{\mu_1}-\frac1{\mu_2}\right)g\right].\tag{3}$$

### Removal of the bounded part

The function $g$ can be accounted for by a field that has no traction and no displacement jump anywhere on the line. Try $\Phi_1=q_1g$ and $\Phi_2=q_2g$. Zero traction requires $q_1+q_2=1$, and zero jump requires $aq_1-bq_2=1/\mu_2-1/\mu_1$. Elimination of $q_2$ gives
$$q_1=\frac{(\kappa_2+1)/\mu_2}{a+b},\qquad q_2=\frac{(\kappa_1+1)/\mu_1}{a+b} .$$
The denominator is positive, so this field exists. It is bounded because $g$ is bounded. Its leading real constant describes stretching parallel to the interface, with generally unequal $\sigma_{xx}$ but equal strain along the interface in the two solids. Subtracting it leaves a problem with $g=0$.

Uniform heating also leaves the exponent unchanged. Let the in-plane free thermal strains be $e_1$ and $e_2$. With the out-of-plane strain held at zero, $e_j=(1+\nu_j)\gamma_j\Delta T$, where $\gamma_j$ is the linear expansion coefficient and $\Delta T$ the temperature change. Their mismatch can be accommodated by stretching material 1 alone: take $\Phi_2=0$ and $\Phi_1=g$, a real constant. The traction is zero, and the displacement condition becomes
$$\frac{\kappa_1+1}{2\mu_1}\,g+e_1-e_2=0,$$
which has a finite solution. Thermal mismatch thus adds a bounded stress locally. It loads the tip through the amplitude of the singular field, which is set by the whole body.

### Bonding and free faces

With $g=0$, equation (3) and continuity of displacement on $x>0$ give $a\Phi_1=b\Phi_2$. Hence
$$F(z)=\begin{cases}a\Phi_1(z),&y>0\\ b\Phi_2(z),&y<0\end{cases}$$
continues analytically through the bond. It can be discontinuous across the crack alone. The traction on the crack is zero, so
$$\frac{F_+}{a}+\frac{F_-}{b}=0,\qquad F_+=-\frac ab\,F_-,\tag{4}$$
where plus and minus denote the upper and lower faces.

Define a real number $\varepsilon$ by $e^{2\pi\varepsilon}=a/b$, and consider
$$h(z)=z^{1/2+i\varepsilon}F(z),$$
with the angle of $z$ between $-\pi$ and $\pi$. On the two faces the power has the values
$$r^{1/2+i\varepsilon}e^{\pm i\pi(1/2+i\varepsilon)}=\pm i\,e^{\mp\pi\varepsilon}r^{1/2+i\varepsilon} .$$
Therefore
$$\frac{h_+}{h_-}=-e^{-2\pi\varepsilon}\frac{F_+}{F_-}=e^{-2\pi\varepsilon}\frac ab=1 .$$
The function $h$ is continuous across the crack and analytic around the tip, except possibly at the tip. Its magnitude is at most of order $r^{-1/2+\eta}$, so the coefficient estimate used for $g$ again excludes negative powers. With $h(z)=h_0+h_1z+\dots$,
$$F(z)=h_0z^{-1/2-i\varepsilon}+O(r^{1/2}).\tag{5}$$
Within the stated growth condition there is one singular term, with one complex amplitude $h_0$.

### Reduction to Dundurs' parameter

Multiply the numerator and denominator of $a/b$ by $\mu_1\mu_2$:
$$\frac ab=\frac{\mu_1+\mu_2\kappa_1}{\mu_2+\mu_1\kappa_2} .$$
Let $D=\mu_1(\kappa_2+1)+\mu_2(\kappa_1+1)$ be the denominator of $\beta$. Adding and subtracting the numerator gives
$$1-\beta=\frac{2(\mu_1+\mu_2\kappa_1)}D,\qquad 1+\beta=\frac{2(\mu_2+\mu_1\kappa_2)}D .$$
The ratio of these expressions is $a/b$. Hence
$$\boxed{\varepsilon=\frac1{2\pi}\ln\frac{1-\beta}{1+\beta}}\tag{6}$$

The stress contains $r^{-1/2-i\varepsilon}$ and its conjugate. Its envelope follows the usual inverse square root, while the factor $r^{\pm i\varepsilon}=e^{\pm i\varepsilon\ln r}$ rotates the normal and shear tractions on the bond into one another as the logarithm of distance changes.

Since $\kappa-1=2(1-2\nu)$, for compressible solids $\beta$ vanishes when
$$\frac{\mu_1}{1-2\nu_1}=\frac{\mu_2}{1-2\nu_2} .$$
Each side is $\lambda+\mu$, the stiffness against equal in-plane stretching. Oscillation thus comes from a mismatch in this stiffness. A difference in Young's modulus alone does not settle the matter. For small mismatch, expansion of the logarithm gives $\varepsilon\approx-\beta/\pi$.

For $0\le\nu_j\le1/2$, the quantity $t_j=(\kappa_j-1)/(\kappa_j+1)$ lies between 0 and 1/2. With $W=\mu_1(\kappa_2+1)/D$, which lies strictly between 0 and 1, $\beta=Wt_2-(1-W)t_1$. Hence $|\beta|<1/2$ and $|\varepsilon|<\ln3/(2\pi)\approx0.175$.

### A check without analytic functions

The exponent can also be found by writing the polar displacement components as $r^sf(\theta)$ and $r^sg_\theta(\theta)$. Equilibrium, the bond and the free faces then form an eigenvalue problem in $s$, which was solved by collocation in the angle. Stress varies as $r^{s-1}$, so equation (6) predicts $s=1/2\pm i\varepsilon$.

Three pairs were tested, and each gave two exponents in the searched strip $0.02<\mathrm{Re}\,s<0.98$, $|\mathrm{Im}\,s|<5$. To separate the roles of the two Dundurs parameters, the first parameter is also needed:
$$\alpha=\frac{\mu_1(\kappa_2+1)-\mu_2(\kappa_1+1)}D .$$
Two pairs with the same $\beta=0.216$ but with $\alpha=0.948$ and $0.809$ both gave $s=0.5000\pm0.0699i$. An unlike pair with $\alpha=0.333$ and $\beta=0$ gave $s=0.5000$ without an imaginary part. The agreement with equation (6) was tested to $10^{-6}$.

## Part 2. The field, its amplitude and its limits

### Symbols and results carried over

Material 1 lies above the interface and material 2 below it; the bond is $x>0$ and the crack $x<0$. The angle $\theta$ runs from $-\pi$ to $\pi$. The shear moduli are $\mu_j$, and $\kappa_j=3-4\nu_j$. Part 1 defined $a=\kappa_1/\mu_1+1/\mu_2$ and $b=\kappa_2/\mu_2+1/\mu_1$, and found
$$e^{2\pi\varepsilon}=\frac ab=\frac{1-\beta}{1+\beta} .$$
The singular field is given by $a\Phi_1=b\Phi_2=F=h_0z^{-1/2-i\varepsilon}$, with $\Omega_1(z)=\overline{\Phi_2(\bar z)}$ and $\Omega_2(z)=\overline{\Phi_1(\bar z)}$. In each material $\sigma_{xx}+\sigma_{yy}=4\,\mathrm{Re}\,\Phi$, and the conjugate of equation (1) is
$$\sigma_{yy}+i\sigma_{xy}=\overline\Phi+\Omega+(\bar z-z)\Phi' .$$
The displacement is $w=u_x+iu_y$.

### Definition of the stress intensity factor

On the bond, $\sigma_{yy}-i\sigma_{xy}=\Phi_1+\Phi_2=(1/a+1/b)h_0r^{-1/2-i\varepsilon}$. Define the complex stress intensity factor $K$ by
$$\sigma_{yy}+i\sigma_{xy}=\frac{K\,r^{i\varepsilon}}{\sqrt{2\pi r}}\qquad(\theta=0).\tag{7}$$
Taking the conjugate and comparing amplitudes gives
$$h_0=\frac{ab}{a+b}\,\frac{\overline K}{\sqrt{2\pi}} .$$
Hence $\Phi_j=p_j\overline Kz^{-1/2-i\varepsilon}/\sqrt{2\pi}$, where
$$p_1=\frac b{a+b}=\frac1{1+a/b}=\frac{1+\beta}2,\qquad p_2=\frac a{a+b}=\frac{1-\beta}2 .$$

The factor $r^{i\varepsilon}$ requires a stated length unit. A safer record is a magnitude and a phase at a reference distance $L$:
$$K L^{i\varepsilon}=|K|e^{i\psi} .$$
The traction phase at distance $r$ is then
$$\psi(r)=\psi+\varepsilon\ln(r/L),\qquad \tan\psi(r)=\sigma_{xy}/\sigma_{yy} .$$
A new reference length $L'$ changes the recorded phase to $\psi+\varepsilon\ln(L'/L)$ and leaves the field unchanged. The same rule applies to toughness data: phases must be brought to one reference length before they are compared.

The singular field at the tip is now fixed by the exponent $\varepsilon$, which depends on the elastic constants through $\beta$, and by one complex amplitude $K$, whose phase must be stated at a reference length. What remains is to find the stress at any angle, the crack opening and the energy release rate, and to determine where the open-crack solution fails.

Numbers in the example were calculated in double precision.
